# Why semilocal total-energy differences converge to the Kohn-Sham gap

**Question.** The fundamental gap of an insulating oxide is its ionisation energy minus its electron affinity, and both are differences of total energies. A self-consistent calculation can supply these energies: put $N$, $N+1$ and $N-1$ electrons in a periodic cell, subtract, and enlarge the cell. The electrons are allowed to relax each time. Why does this procedure, used with a semilocal functional and delocalised carriers, recover only the Kohn-Sham gap of that functional?

**Answer.** The total charge changes by one electron, but a semilocal functional responds to the density at each point and its gradients. A delocalised electron changes that density by an amount that vanishes as the cell grows. The exact functional can react to such a vanishing change with a finite jump of its potential. A smooth semilocal functional cannot.

**What is being compared**

Let the supercell contain $M$ primitive cells, each of volume $\Omega$. The nuclei are fixed, and a uniform background neutralises any net charge, so the average Hartree potential is set to zero. I use atomic units in the formulas. The total-energy gap is

$$
E_g(M)=[E(N-1)-E(N)]-[E(N)-E(N+1)]
$$

$$
=E(N+1)+E(N-1)-2E(N).
$$

A constant added to the one-electron potential raises $E(N+1)$ and lowers $E(N-1)$ by equal amounts relative to $E(N)$, so it cancels.

Each carrier occupies a Bloch state at a band edge. Its density in the supercell is $a(\mathbf r)/M$, where $a$ has the primitive periodicity and $\int_\Omega a\,d^3r=1$. Integrated over all $M$ cells it gives one electron, yet at each point it falls as $1/M$.

**From total energies to eigenvalues**

Let the conduction-edge state have occupation $x$, raised from 0 to 1, with the orbitals self-consistent at every $x$. The energy depends on $x$ explicitly and through the orbitals. A change of the orbitals contributes

$$
\sum_i f_i\left(\langle\delta\phi_i|H|\phi_i\rangle+\langle\phi_i|H|\delta\phi_i\rangle\right)
=\sum_i f_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,
$$

because $H\phi_i=\varepsilon_i\phi_i$ and the norms are fixed. Here $f_i$ are the occupations. The explicit dependence remains, which is Janak's theorem:

$$
\frac{dE}{dx}=\varepsilon_c(x),\qquad
E(N+1)-E(N)=\int_0^1\varepsilon_c(x)\,dx .
$$

The total-energy difference can therefore depart from the neutral eigenvalue $\varepsilon_c$ only if $\varepsilon_c(x)$ changes during the filling.

**How much the eigenvalue moves**

For a smooth functional, a small density change $\delta n$ produces the potential change $\delta v=K\delta n$. The kernel $K$ is the Hartree interaction plus the derivative of $v_{xc}$ with respect to the density. The other electrons respond with $\chi_s\delta v$, where $\chi_s$ is their independent-particle response at fixed occupations. Per unit of added occupation,

$$
\delta n=\frac{a_c}{M}+\chi_s\delta v,\qquad
\delta v=K\frac{a_c}{M}+K\chi_s\delta v .
$$

Collecting $\delta v$ on one side gives

$$
\delta v=\frac1M W a_c,\qquad W=(1-K\chi_s)^{-1}K .
$$

First-order perturbation theory gives the eigenvalue shift. The integral over the supercell contains $M$ identical cells, each with carrier density $a_c/M$:

$$
\frac{d\varepsilon_c}{dx}=M\int_\Omega\frac{a_c}{M}\,\delta v\,d^3r
=\frac{W_{cc}}{M},\qquad
W_{cc}=\int_\Omega a_c\,(Wa_c)\,d^3r .
$$

Integrating $\varepsilon_c+xW_{cc}/M$ from 0 to 1 yields

$$
E(N+1)-E(N)=\varepsilon_c+\frac{W_{cc}}{2M}+O(M^{-2}).
$$

For a hole with removed charge $y$, the density change has the opposite sign, so $\varepsilon_v(y)=\varepsilon_v-yW_{vv}/M$ to this order. Since $dE/dy=-\varepsilon_v(y)$,

$$
E(N-1)-E(N)=-\varepsilon_v+\frac{W_{vv}}{2M}+O(M^{-2}).
$$

Adding the two results gives the required formula:

$$
\boxed{E_g(M)=\varepsilon_c-\varepsilon_v+\frac{W_{cc}+W_{vv}}{2M}+O(M^{-2})}
$$

The coefficient must stay finite. The Hartree part of $K_{cc}$ is

$$
K^H_{cc}=\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}|a_{\mathbf G}|^2,
\qquad a_{\mathbf G}=\frac1\Omega\int_\Omega a_c e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
$$

The sum runs over reciprocal vectors of the primitive lattice. Enlarging the supercell introduces no smaller $G$, because the carrier density keeps the primitive period. The semilocal part is finite when the density is positive and the functional is smooth there. The response is finite for a stable insulator with a nonzero Kohn-Sham gap.

Freezing the orbitals replaces $W$ by $K$. Relaxation changes the coefficient of $1/M$, but not the limit. Electronic screening is present in the charged calculations, but it cannot supply the missing part of the gap.

**What the exact functional does differently**

For an open system with average electron number $N+x$, the exact ground state is a mixture of the $N$ and $N+1$ states, provided the energies are convex in electron number. The energy is then linear on each side of $N$. Its slope is minus the affinity on the electron-rich side and minus the ionisation energy on the electron-poor side. Janak's theorem identifies these slopes with $\varepsilon_c^+$ and $\varepsilon_v^-$, where the signs label the side from which $N$ is approached. Hence

$$
E_g=\varepsilon_c^+-\varepsilon_v^- .
$$

The density is the same in both limits. The two Kohn-Sham potentials can therefore differ by at most a constant. The external and Hartree potentials are continuous, so this constant, $\Delta_{xc}$, belongs to $v_{xc}$. It raises every eigenvalue equally: $\varepsilon_c^+=\varepsilon_c^-+\Delta_{xc}$. With $\varepsilon_c$ and $\varepsilon_v$ both taken on the electron-poor side,

$$
E_g=\varepsilon_c-\varepsilon_v+\Delta_{xc}.
$$

In the smooth semilocal case the potentials on the two sides coincide, and the corresponding constant is zero. Taking total-energy differences is a sound procedure; the functional has omitted the jump that they should detect.

A half-filled Hubbard ring shows the jump in a solvable model. Electrons hop between neighbouring sites with amplitude $t$, and two on one site repel with energy $U=8t$. For lengths $L=6$ and 10, the density is one electron per site, and the exact Kohn-Sham potential is constant by symmetry. The levels are $-2t\cos(2\pi m/L)$ with integer $m$, so for these lengths, where $L/2$ is odd, the Kohn-Sham gap is $4t\sin(\pi/L)$: $2.00t$ and $1.24t$. Diagonalising the interacting Hamiltonian gives total-energy gaps of $5.36t$ and $5.02t$. The part absent from the eigenvalues grows from $3.36t$ to $3.79t$. For the infinite chain the Kohn-Sham gap is zero, while numerical integration of the Bethe-ansatz gap formula gives $4.68t$. The ring is a Mott insulator, whose whole gap is the jump in this limit. It shows that a jump can exist, not how large it is in a band insulator such as MgO.

This ring also shows why smoothness is needed. Suppose a local functional had energy $e(n)$ per site with a kink at $n=1$. Its contribution to the gap would be

$$
L\left[e(1+1/L)+e(1-1/L)-2e(1)\right]\longrightarrow e'(1^+)-e'(1^-),
$$

which is finite. Locality alone is therefore insufficient for the result; the potential must also be continuous.

**Numbers for MgO**

I take rocksalt MgO with a lattice constant of 0.42 nm, a rough typical value. The calculation uses spin-restricted LDA, GTH pseudopotentials (two valence electrons for Mg, six for O), 22 Gaussian functions and a $25\times25\times25$ real-space grid per primitive cell. A $33\times33\times33$ grid lowers the Kohn-Sham gap at $M=8$ by about 1 meV and leaves the difference between the two gaps unchanged to 0.1 meV. The basis was varied only partly, so the digits below belong to this setting and are not converged LDA values. Treating the Mg $2s$ and $2p$ shells as valence electrons, with a larger Mg basis, moves the Kohn-Sham gap at $M=8$ by only about 4 meV but raises the difference between the two gaps from 48 to 65 meV. Raising the lattice constant to 0.4212 nm lowers the Kohn-Sham gap at $M=8$ by about 0.08 eV. A supercell of $m\times m\times m$ primitive cells is represented by the equivalent $m\times m\times m$ mesh of $k$ points, with $M=m^3$. This equivalence holds because the carriers are kept in Bloch states. The hole is shared equally by the three degenerate valence-edge states, so its density $a$ is their average. The coefficient of $1/M$ depends on this choice.

| $M$ | Kohn-Sham gap (eV) | Total-energy gap (eV) | Difference (meV) |
|---:|---:|---:|---:|
| 1 | 3.046 | 3.526 | 479.7 |
| 8 | 4.366 | 4.414 | 48.3 |
| 27 | 4.579 | 4.592 | 12.4 |
| 64 | 4.604 | 4.609 | 5.0 |

The Kohn-Sham gap itself changes with $M$ because the $k$ mesh becomes denser. The relevant comparison is between the two gaps in the same row. Their difference times $M$ is 0.386, 0.334 and 0.318 eV for the last three rows. It is not yet constant. Keeping the $2\times2\times2$ mesh and shrinking only the added charge from $1/8$ to $1/64$ per primitive cell lowers it from 0.386 to 0.365 eV, so higher orders in $1/M$ account for about a third of the fall and the denser $k$ mesh for the rest. A straight line in $1/M$ through the last two differences reaches $-0.4$ meV at infinite $M$, close to zero on the scale of the gap.

The frozen-orbital coefficient can be calculated separately. The kernel integrals at $M=64$ are $K_{cc}=-0.528$ eV and $K_{vv}=5.808$ eV, so

$$
\frac{K_{cc}+K_{vv}}{2M}=\frac{-0.528+5.808}{128}\ \text{eV}=41.3\ \text{meV}.
$$

Direct frozen-orbital energies also give 41.3 meV. Relaxation reduces this to 5.0 meV, a value taken from the self-consistent energies; $W$ itself was not evaluated. The negative $K_{cc}$ means that the exchange-correlation part outweighs the Hartree part, which cannot be negative. Its size depends on the pseudopotential: with the Mg $2s$ and $2p$ shells in the valence and the larger Mg basis, $K_{cc}$ at $M=8$ changes from $-0.53$ to $-0.34$ eV and keeps its sign.

The LDA potential shows no surviving jump. Adding one electron shifts the cell average of $v_{xc}$ by $-138.8$ meV at $M=8$ and by $-17.4$ meV at $M=64$, a reduction by a factor of eight. The digits depend on the pseudopotential: with the Mg $2s$ and $2p$ shells in the valence and the larger Mg basis, the shift at $M=8$ is $-107$ meV. For a gradient-corrected case, I evaluate

$$
M\left\{E_{xc}[n+a_c/M]+E_{xc}[n-a_c/M]-2E_{xc}[n]\right\}
$$

with the PBE functional, holding $n$ and $a_c$ fixed at their LDA forms for $M=64$. Here $E_{xc}$ is taken per primitive cell. The result shrinks in magnitude, from $-200.4$ to $-25.0$ meV, between the same two sizes, again by a factor of eight. The ratio is the point, not the digits: taking $n$ and $a_c$ from the $M=8$ mesh changes both values by about 6%, and a finer grid changes them by a further 0.5%.

Spin polarisation was left out of the self-consistent runs. Evaluated with frozen carrier densities, it changes the gap at $M=64$ by $-11.2$ meV. This exceeds the 5.0 meV difference and would reverse its sign. It is also of order $1/M$, so it alters the approach to the limit, not the limit itself.

**When a carrier localises**

The derivation fails if the added charge stays in a region of fixed size. Consider a Gaussian charge $\propto e^{-r^2/2\sigma^2}$ in a cube of side $L$, with a neutralising background. Its unscreened Hartree energy is

$$
E_H(L)=\frac{1}{2\sqrt\pi\,\sigma}-\frac{2.837}{2L}+\frac{2\pi\sigma^2}{L^3},
$$

up to terms that are negligible when $L\gg\sigma$. The first term is the self-repulsion of the isolated charge, the second comes from its periodic images and the background, and the third from its finite width. For $\sigma=0.10$ nm the energy is 2.11 eV at $L=1$ nm and 3.05 eV at 2 nm, and it tends to 4.06 eV. Screening and exchange-correlation would change these values, but the local density change no longer vanishes, so there is no reason for the total-energy difference to approach the neutral eigenvalue.

Hybrid functionals need a separate argument. Janak's theorem still holds for their eigenvalues, but their exchange is a nonlocal operator that couples different $k$ points, so the argument above for a finite coefficient of $1/M$ does not carry over. For delocalised carriers their total-energy gap is known to approach an eigenvalue gap as well, namely that of the nonlocal operator, which can exceed the gap of a local Kohn-Sham potential. Meta-GGA functionals also use the kinetic-energy density. A Bloch carrier changes it by an amount of order $1/M$ at each point, like the density, so for them the $1/M$ argument does carry over. Its limit is the eigenvalue gap of their non-multiplicative operator, which need not equal the gap of a local Kohn-Sham potential. Neither case is computed here.

**Beside the real oxide**

The measured gap of MgO is roughly 8 eV, about 3.4 eV above the 4.6 eV found here. This shortfall is not a calculation of $\Delta_{xc}$: it also contains errors of the LDA Kohn-Sham gap, the pseudopotentials, the basis and the chosen lattice constant. Removing the Mg $p$ functions changes the gap at $M=8$ by only $-0.008$ eV, but this examines just one part of the basis.

Real carriers also polarise the lattice, which was held fixed. The weak-coupling polaron shift is $\alpha\hbar\omega$, with

$$
\alpha=\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)
\sqrt{\frac{m^*}{m_e}\frac{\mathrm{Ry}}{\hbar\omega}} .
$$

Rough inputs are $\epsilon_\infty=3$, $\epsilon_0=10$, $\hbar\omega=0.09$ eV, and masses $m^*$ of $0.4m_e$ for the electron and $2m_e$ for the hole. They give shifts of 0.16 and 0.37 eV, which together lower the gap by about 0.5 eV. With this mass the hole has $\alpha\approx4$, where Feynman's variational energy gives 0.39 eV, about 6% more than the weak-coupling formula. A single mass also stands in for three degenerate bands whose masses differ and depend on direction, so the hole shift indicates only a size. Including this lowering would widen the shortfall. In a gate stack where the oxide gap straddles the semiconductor gap, the conduction and valence offsets add up to the oxide gap minus the semiconductor gap. With the semiconductor gap held fixed, an oxide gap that is too small makes the sum of the two barriers too small by the same amount, and a larger supercell does not repair it.
